# Oxygen diffusivity in silicon from the decay of stress-induced dichroism, part 1

(Sections cited here and not found follow in the second part.)

## From single hops to the diffusivity

Let \(a\) be the edge of the cubic cell of silicon. An isolated interstitial oxygen atom bridges two neighbouring silicon atoms, and its mean position is the centre of the bond that they would otherwise form. It leaves that bond centre by thermally activated hops at a total rate \(\Gamma\), so that \(\Gamma\,dt\) is the probability of a hop in a short time \(dt\). The diffusivity \(D\) is defined by the mean square displacement at long times,
\[
\langle R^2(t)\rangle = 6Dt .
\]
The time \(\tau\) is defined by an optical experiment. Uniaxial stress at elevated temperature makes some bond directions more populated than others, and the infrared absorption then depends on the polarization of the light. This dependence is the dichroism. After the stress is removed it decays as \(e^{-t/\tau}\), so \(\tau\) is the time in which it falls to \(1/e\) of its starting value. The relation to be derived is
\[
D=\frac{a^2}{64\,\tau}.
\]

The algebra uses atomic units, and temperature enters as the energy \(k_BT\). The relation itself contains no physical constant: it connects a length, a time and a diffusivity through the geometry of the lattice.

Three assumptions define random hopping. Each hop goes to an adjacent bond centre, meaning the centre of a bond that shares one silicon atom with the present bond. All adjacent centres are equally likely. The choice doesn't depend on earlier hops. In addition, the oxygen atoms are dilute enough to move independently, and the stress is absent during the decay.

The diamond lattice consists of two face-centred cubic sublattices, A and B. An atom on A is bonded to four atoms on B, at the relative positions \(\mathbf b_i=(a/4)\mathbf v_i\), with
\[
\mathbf v_1=(1,1,1),\quad \mathbf v_2=(1,-1,-1),\quad
\mathbf v_3=(-1,1,-1),\quad \mathbf v_4=(-1,-1,1).
\]
The unit vectors along the bonds are \(\mathbf u_i=\mathbf v_i/\sqrt3\). Direct multiplication gives \(\mathbf v_i\cdot\mathbf v_i=3\), and \(\mathbf v_i\cdot\mathbf v_j=-1\) for \(i\ne j\). Two sums over the four directions will be needed:
\[
\sum_i \mathbf v_i=0,\qquad
\sum_i v_{i\alpha}v_{i\beta}=4\,\delta_{\alpha\beta}.
\]
The second holds because every component squared is one, while the product of two different components is \(+1\) for two of the bonds and \(-1\) for the other two.

Suppose that the oxygen sits on bond \(i\) of an A atom at \(\mathbf r_A\). Its position is \(\mathbf r_A+\mathbf b_i/2\). If it hops about the A atom to bond \(j\), it arrives at \(\mathbf r_A+\mathbf b_j/2\), and the displacement is
\[
\mathbf d_{ij}=\tfrac12(\mathbf b_j-\mathbf b_i)=\tfrac a8(\mathbf v_j-\mathbf v_i).
\]
It can also hop about the B atom at the other end, which lies at \(\mathbf r_A+\mathbf b_i\). The bonds of a B atom point along \(-\mathbf b_j\), so the new position is \(\mathbf r_A+\mathbf b_i-\mathbf b_j/2\), and the displacement is
\[
\mathbf b_i-\tfrac12\mathbf b_j-\tfrac12\mathbf b_i
=\tfrac12(\mathbf b_i-\mathbf b_j)=-\mathbf d_{ij}.
\]
There are therefore six adjacent centres, three about each end of the bond. Each of the three other bond directions is reached by two hops with opposite displacements. For example, \(\mathbf v_2-\mathbf v_1=(0,-2,-2)\), which gives \(\mathbf d_{12}=-(a/4)(0,1,1)\). The squared hop length is the same for all six:
\[
d^2=\frac{a^2}{64}\left(\mathbf v_i^2+\mathbf v_j^2-2\mathbf v_i\cdot\mathbf v_j\right)
=\frac{a^2}{64}(3+3+2)=\frac{a^2}{8}.
\]

After \(n\) hops with displacements \(\mathbf r_1,\ldots,\mathbf r_n\), the squared displacement is
\[
R^2=\sum_{m=1}^{n}\mathbf r_m^2+2\sum_{l<m}\mathbf r_l\cdot\mathbf r_m .
\]
In a cross term, fix the whole history before hop \(m\). The displacement \(\mathbf r_l\) is then known, while \(\mathbf r_m\) takes six equally likely values that cancel in opposite pairs. Its mean is zero, and so is the mean of every cross term. This holds although the set of possible hops changes with the bond direction, because the cancellation occurs on each bond separately. The mean number of hops in time \(t\) is \(\Gamma t\), hence
\[
\langle R^2\rangle=\Gamma t\,d^2=\frac{\Gamma a^2t}{8},
\qquad
D=\frac{\Gamma d^2}{6}=\frac{a^2\Gamma}{48}.
\]

A single bond does not offer isotropic hops, so it must be shown that the diffusion is isotropic. The mean of \(r_\alpha r_\beta\) over the six hops from bond \(i\) equals the mean over the three vectors \(\mathbf d_{ij}\), since opposite hops give equal products. The term \(j=i\) vanishes and may be added to the sum:
\[
\langle r_\alpha r_\beta\rangle_i=\frac13\,\frac{a^2}{64}\sum_{j}
(v_{j\alpha}-v_{i\alpha})(v_{j\beta}-v_{i\beta})
=\frac{a^2}{192}\left(4\delta_{\alpha\beta}+4v_{i\alpha}v_{i\beta}\right)
=\frac{a^2}{48}\left(\delta_{\alpha\beta}+v_{i\alpha}v_{i\beta}\right).
\]
The terms linear in \(\mathbf v_j\) dropped out because the four vectors sum to zero. When the four directions are equally populated, the average of \(v_{i\alpha}v_{i\beta}\) is \(\delta_{\alpha\beta}\), and the result is \((a^2/24)\delta_{\alpha\beta}\). The mean square displacement along any axis is then \(\Gamma t a^2/24=2Dt\), with the same \(D\) as before. A population aligned by stress spreads anisotropically at first, but this ends as the alignment decays and does not affect the long-time slope.

The same hops change the bond direction. Let \(n_i\) be the number of oxygen atoms on bonds of direction \(i\), and \(N=\sum_i n_i\). Every hop changes the direction. Two of the six hops lead to any given new direction, so the rate from \(i\) to a particular \(j\ne i\) is \(2\Gamma/6=\Gamma/3\). The balance of loss and gain is
\[
\frac{dn_i}{dt}=-\Gamma n_i+\frac{\Gamma}{3}\sum_{j\ne i}n_j
=-\Gamma n_i+\frac{\Gamma}{3}(N-n_i)
=-\frac{4\Gamma}{3}\left(n_i-\frac N4\right).
\]
The deviation \(\delta_i=n_i-N/4\) decays as a single exponential, with the same rate for all four directions:
\[
\delta_i(t)=\delta_i(0)\,e^{-4\Gamma t/3}.
\]

The rate exceeds \(\Gamma\) for a simple reason. One hop spreads a population that was all on direction \(i\) equally over the other three. Its deviation from the uniform distribution is not merely erased but reversed, with one third of its size: on direction \(i\) it goes from \(1-\tfrac14=\tfrac34\) to \(-\tfrac14\). Each hop thus multiplies the deviation by \(-1/3\). Hops at constant rate \(\Gamma\) have a Poisson distribution, and averaging over their number gives
\[
e^{-\Gamma t}\sum_{n=0}^{\infty}\frac{(\Gamma t)^n}{n!}\left(-\frac13\right)^n
=e^{-\Gamma t}e^{-\Gamma t/3}=e^{-4\Gamma t/3},
\]
in agreement with the rate equation.

It remains to show that the optical signal follows these deviations. The band used is the antisymmetric stretch of the Si–O–Si unit. The oxygen lies somewhat off the line joining its two silicon neighbours, so the unit is bent. Reflection in the plane that bisects this line at right angles exchanges the two silicon atoms. The antisymmetric stretch changes sign under this reflection, and its transition dipole must do the same. A vector that is reversed by reflection in a plane is normal to the plane, so the dipole lies along the Si–Si line, which is the direction \(\mathbf u_i\). The argument treats the Si–O–Si unit by itself. If the surrounding crystal adds a transverse part to the dipole, averaging the absorption over the azimuth of the oxygen about the bond leaves an extra term proportional to \(1-(\mathbf e\cdot\mathbf u_i)^2\), where \(\mathbf e\) is the polarization of the light. This term changes the size of the dichroism but not its decay time, and it is neglected below.

For light polarized along the unit vector \(\mathbf e\), the absorption is proportional to the squared projection of the dipole:
\[
\alpha(\mathbf e)=K\sum_i n_i(\mathbf e\cdot\mathbf u_i)^2 ,
\]
where \(K\) is a constant of the band. From the sum rule for the \(\mathbf v_i\), \(\sum_i(\mathbf e\cdot\mathbf u_i)^2=4/3\). Inserting \(n_i=N/4+\delta_i\) gives
\[
\alpha(\mathbf e)=K\left[\frac N3+\sum_i\delta_i(\mathbf e\cdot\mathbf u_i)^2\right].
\]
The first term is the same for every polarization. The difference between two polarizations is linear in the \(\delta_i\), which all share one decay rate. The dichroism therefore decays with
\[
\frac1\tau=\frac{4\Gamma}{3},
\]
whatever the stress axis and the pair of polarizations, provided that they give a signal at all. The absorption must be used here, and not the transmitted intensity, which depends on it exponentially.

For stress along \([111]\), bonds 2, 3 and 4 are equivalent, and each holds \((N-n_1)/3\) atoms. With \(\mathbf e\) parallel to the stress, the squared projections are \(1\) for bond 1 and \(1/9\) for the others. With \(\mathbf e\) perpendicular to it, the projection on bond 1 is zero, and the other three squared projections sum to \(4/3\). Thus
\[
\alpha_\parallel=K\left[n_1+\frac{N-n_1}{9}\right],\qquad
\alpha_\perp=K\,\frac43\,\frac{N-n_1}{3}=\frac{4K}{9}(N-n_1),
\]
\[
\alpha_\parallel-\alpha_\perp=K\left[n_1-\frac{N-n_1}{3}\right]
=\frac{4K}{3}\left(n_1-\frac N4\right).
\]
The mean over three perpendicular axes, \((\alpha_\parallel+2\alpha_\perp)/3\), equals \(KN/3\). The relative dichroism, meaning the difference divided by this mean, is
\[
\rho=\frac{\alpha_\parallel-\alpha_\perp}{KN/3}=\frac{4n_1}{N}-1 .
\]

Stress along \([100]\) produces no such signal. To first order in the stress, the energy of a defect with axial symmetry about its bond depends on the bond direction through \((\mathbf s\cdot\mathbf u_i)^2\), where \(\mathbf s\) is the unit vector along the stress. For \(\mathbf s=(1,0,0)\) this is \(1/3\) for all four bonds. They keep equal energies and equal populations.

Eliminating the hop rate now gives the result. From the decay, \(\Gamma=3/(4\tau)\), and
\[
D=\frac{a^2}{48}\,\Gamma=\frac{a^2}{48}\,\frac{3}{4\tau}=\frac{a^2}{64\,\tau}.
\]
The time in this formula is not the mean residence time on a bond, which is \(1/\Gamma=4\tau/3\). If \(\tau\) were taken for the residence time, the formula \(a^2\Gamma/48\) would give \(a^2/(48\tau)\), which is larger than the correct value by one third of that value.

Diffusion and dichroism can also be read from one matrix. Let \(c_i\) be the amplitude of a concentration wave of wavevector \(\mathbf k\) on the bonds of direction \(i\). The two opposite hops between directions \(i\) and \(j\) contribute phases that add to \(2\cos(\mathbf k\cdot\mathbf d_{ij})\), so
\[
\frac{dc_i}{dt}=-\Gamma c_i+\frac{\Gamma}{3}\sum_{j\ne i}\cos(\mathbf k\cdot\mathbf d_{ij})\,c_j .
\]
At \(\mathbf k=0\) the uniform mode \((1,1,1,1)/2\) has rate zero, since atoms are conserved, and the three modes with \(\sum_ic_i=0\) decay at \(4\Gamma/3\). For small \(k\) the cosine changes by \(-(\mathbf k\cdot\mathbf d_{ij})^2/2\). To order \(k^2\), the decay rate of the uniform mode is the mean of this change in that mode, with its sign reversed:
\[
\frac14\,\frac{\Gamma}{3}\,\frac12\sum_{i,j}(\mathbf k\cdot\mathbf d_{ij})^2
=\frac{\Gamma}{24}\,\frac{a^2}{64}\sum_{i,j}\bigl[\mathbf k\cdot(\mathbf v_j-\mathbf v_i)\bigr]^2 .
\]
Expanding the square, the cross terms vanish because the \(\mathbf v_i\) sum to zero, and the double sum is \(2\cdot4\cdot4k^2=32k^2\). The rate is \(\Gamma a^2k^2/48=Dk^2\), as found from the random walk. One branch of the matrix therefore gives the diffusivity, and the other three give the dichroism.

This was tested on a bond network built from atomic positions, with \(a=1\) and \(\Gamma=1\). Diagonalizing the hopping matrix at \(k=0.01\) gave \(D=0.020833\), which is \(1/48\) to the digits shown. Populations aligned by \([111]\) stress were propagated in time, and the absorption difference decayed with \(\tau=0.750000\). The product \(D\tau/a^2\) was \(0.015625\), which is \(1/64\).

For random hops between adjacent bond centres, the relation \(D=a^2/(64\,\tau)\) has been derived and confirmed by a numerical test on a bond network. What remains is to apply it to a numerical case and to find where it holds and where it fails.

Numbers in the example were calculated in double precision.
